\section*{Band-energy form of the ultrasoft total energy and its double counting, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a shift argument to the screened Hamiltonian}

\subsection{What a constant shift already fixes}

A self-consistent calculation delivers eigenvalues $\varepsilon_i$ and occupations $f_i$. Their sum $\sum_i f_i\varepsilon_i$ is an energy, but it is not the total energy, because each electron feels the potential of all the others and the mutual interaction is therefore miscounted. The cure must be to subtract an energy built from the interaction potential and to add the correct interaction energy. Let $V_{\rm Hxc}(\mathbf r)$ be the sum of the Hartree and exchange-correlation potentials. An expectation value is linear in a local potential, which suggests trying a subtracted term of the form
\begin{equation}
X=\int m(\mathbf r)\,V_{\rm Hxc}(\mathbf r)\,d^3r ,
\label{eq:X}
\end{equation}
where $m$ is some electron density. With ultrasoft pseudopotentials there are several candidates for $m$: the density of the smooth orbitals, that density completed by augmentation charges, or the completed density plus a partial core.

A symmetry narrows the choice. Add a constant $c$ to $V_{\rm Hxc}$ in the eigenvalue problem, and leave the interaction energies as they are. A constant potential exerts no force, so the orbitals must not change, and every eigenvalue must rise by $c$. The eigenvalue sum then rises by $cN$, with $N=\sum_i f_i$, while $X$ rises by $c\int m$. The total energy stays the same if
\begin{equation}
\int m(\mathbf r)\,d^3r=N .
\label{eq:mcharge}
\end{equation}
The density $m$ must hold all the valence electrons and no others. A smooth density that lacks part of the charge fails, and so does a density that includes core charge. The argument fixes only the integral of $m$. Its shape needs potentials that vary in space, and these require the Hamiltonian.

Hartree atomic units are used throughout: energies are in hartree (Ha) and lengths in bohr. The ions are fixed and the occupations are given numbers.

\subsection{One orbital with Hartree repulsion}

The simplest case has two electrons in one normalized orbital $\phi$, an ordinary one-electron operator $h$ (kinetic energy plus external potential), and Hartree repulsion alone. The density is $n=2|\phi|^2$ and
\begin{equation}
E=2\langle\phi|h|\phi\rangle+E_{\rm H}[n],\qquad
E_{\rm H}[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\label{eq:simpleE}
\end{equation}
Since $n$ contains both electrons, $E_{\rm H}$ includes the repulsion of each electron with its own charge and is twice the true repulsion of the pair; removing this excess is a task for exchange. A change $\delta n$ of the density can act in either factor. Since the kernel is symmetric, the two contributions are equal and cancel the prefactor $\tfrac12$:
\begin{equation}
\delta E_{\rm H}=\int V_{\rm H}(\mathbf r)\,\delta n(\mathbf r)\,d^3r,\qquad
V_{\rm H}(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\label{eq:VH}
\end{equation}
The orbital equation is therefore $(h+V_{\rm H})\phi=\varepsilon\phi$. Multiplying it by $2\phi^*$ and integrating gives
\begin{equation}
2\varepsilon=2\langle\phi|h|\phi\rangle+\int nV_{\rm H}\,d^3r
=2\langle\phi|h|\phi\rangle+2E_{\rm H},
\end{equation}
where the last step compares the definitions of $V_{\rm H}$ and $E_{\rm H}$. Elimination of $h$ from Eq.~\eqref{eq:simpleE} yields
\begin{equation}
E=2\varepsilon-\int nV_{\rm H}\,d^3r+E_{\rm H}=2\varepsilon-E_{\rm H}.
\label{eq:simpleband}
\end{equation}

Weak repulsion provides a check. Multiply the repulsion by a small number $\lambda$, and let $E_0$ and $E_{\rm H}^0$ be the energy and the Hartree integral of the non-interacting orbital. First-order perturbation theory for the eigenvalue gives $2\varepsilon=E_0+2\lambda E_{\rm H}^0$, because the perturbing potential is $\lambda V_{\rm H}^0$. Subtraction of $\lambda E_{\rm H}^0$ leaves $E_0+\lambda E_{\rm H}^0$. This is also the first-order energy from Eq.~\eqref{eq:simpleE}, since a first-order change of the orbital does not change the minimum of $2\langle\phi|h|\phi\rangle$ to first order.

\subsection{Adding exchange and correlation}

Let $E_{\rm xc}[n]$ be a functional of the density, with potential $V_{\rm xc}$ defined by $\delta E_{\rm xc}=\int V_{\rm xc}\delta n$. The same elimination gives
\begin{equation}
E=2\varepsilon-\int n\,(V_{\rm H}+V_{\rm xc})\,d^3r+E_{\rm H}+E_{\rm xc}.
\label{eq:simplexc}
\end{equation}
The Hartree terms again combine to $-E_{\rm H}$. The exchange-correlation terms have no such general shortcut, because $\int nV_{\rm xc}$ depends on how $E_{\rm xc}$ scales with the density. If $E_{\rm xc}[sn]=s^pE_{\rm xc}[n]$ for every positive $s$, the derivative with respect to $s$ at $s=1$ gives
\begin{equation}
\int nV_{\rm xc}\,d^3r=p\,E_{\rm xc}.
\label{eq:degree}
\end{equation}
Hartree energy has $p=2$. Local exchange is proportional to $\int n^{4/3}$ and has $p=4/3$, so its net contribution is $-E_{\rm x}/3$. The limit $p=1$ is also instructive: a functional linear in the density is an external potential under another name, and Eq.~\eqref{eq:degree} makes its correction vanish, as it should.

\subsection{Augmentation with one projector}

An ultrasoft orbital is smoother than the valence orbital it stands for, and it need not carry the right charge near the nucleus. The missing charge is put back in proportion to the overlap with a localized projector $\beta$. For one orbital with occupation $f$ and one projector,
\begin{equation}
n(\mathbf r)=f|\phi(\mathbf r)|^2+f\,Q(\mathbf r)\,|\langle\beta|\phi\rangle|^2 ,
\label{eq:oneproj}
\end{equation}
where $Q$ is a fixed function that vanishes outside the augmentation region. With $q=\int Q\,d^3r$, the charge is
\begin{equation}
\int n\,d^3r=f\left(\langle\phi|\phi\rangle+q|\langle\beta|\phi\rangle|^2\right)
=f\,\langle\phi|S|\phi\rangle,\qquad S=1+q|\beta\rangle\langle\beta| .
\end{equation}
The orbital holds $f$ electrons if $\langle\phi|S|\phi\rangle=1$. The ordinary norm is then $1-q|\langle\beta|\phi\rangle|^2$, which differs from one whenever $q$ and the overlap are both nonzero. In the limit $Q\to0$ the operator $S$ becomes the identity and the preceding case returns.

\subsection{Several orbitals and projectors}

With several projectors $\beta_n$, which may sit on several ions, the density has a soft part and an augmentation part:
\begin{align}
n(\mathbf r)&=n_{\rm soft}(\mathbf r)+n_{\rm aug}(\mathbf r),\qquad
n_{\rm soft}=\sum_i f_i|\phi_i|^2,\label{eq:n}\\
n_{\rm aug}(\mathbf r)&=\sum_{nm}\rho_{nm}Q_{nm}(\mathbf r),\qquad
\rho_{nm}=\sum_i f_i\langle\phi_i|\beta_n\rangle\langle\beta_m|\phi_i\rangle .
\label{eq:naug}
\end{align}
The sums over $n,m$ run over pairs on the same ion. The functions $Q_{nm}$ are taken real and symmetric in their indices. The overlap operator and the orthonormality condition are
\begin{equation}
S=1+\sum_{nm}q_{nm}|\beta_n\rangle\langle\beta_m|,\qquad
q_{nm}=\int Q_{nm}\,d^3r,\qquad \langle\phi_i|S|\phi_j\rangle=\delta_{ij}.
\label{eq:S}
\end{equation}
Integration of Eqs.~\eqref{eq:n} and \eqref{eq:naug} gives $\int n=\sum_if_i\langle\phi_i|S|\phi_i\rangle=N$. The full density satisfies the requirement \eqref{eq:mcharge}. The soft density integrates to $N-\sum_{nm}\rho_{nm}q_{nm}$ and satisfies it only if the total augmentation charge happens to vanish.

The total energy is now written as a functional of the orbitals:
\begin{equation}
\begin{split}
E={}&\sum_i f_i\langle\phi_i|T+V^0_{\rm NL}|\phi_i\rangle+\int V_{\rm loc}\,n\,d^3r\\
&+E_{\rm H}[n]+E_{\rm xc}[n+n_{\rm c}]+E_{\rm ion}.
\end{split}
\label{eq:E}
\end{equation}
Here $T$ is the kinetic energy operator, $V_{\rm loc}$ is the local ionic potential, and $V^0_{\rm NL}=\sum_{nm}D^0_{nm}|\beta_n\rangle\langle\beta_m|$ contains the bare coefficients of the pseudopotential. The ion-ion energy $E_{\rm ion}$ does not depend on the orbitals. The fixed partial core density $n_{\rm c}$ enters only the exchange-correlation functional, where it repairs the nonlinear dependence on the density in the region in which core and valence overlap. Setting $n_{\rm c}=0$ removes it.

\subsection{How a potential acts on augmented orbitals}

The rest of the derivation rests on one identity. For any local potential $v(\mathbf r)$ define the operator
\begin{equation}
W[v]=v(\mathbf r)+\sum_{nm}\left(\int vQ_{nm}\,d^3r\right)|\beta_n\rangle\langle\beta_m| .
\label{eq:W}
\end{equation}
Its expectation value, summed over the occupied orbitals, is
\begin{align}
\sum_i f_i\langle\phi_i|W[v]|\phi_i\rangle
&=\int v\,n_{\rm soft}\,d^3r+\sum_{nm}\rho_{nm}\int vQ_{nm}\,d^3r\notag\\
&=\int v\,(n_{\rm soft}+n_{\rm aug})\,d^3r=\int v\,n\,d^3r .
\label{eq:lemma}
\end{align}
The first line uses the definition of $\rho_{nm}$, and the second exchanges the finite sum with the integral. So $W[v]$ is the operator through which a potential couples to the full density.

Two limits test it. For $v=c$, Eq.~\eqref{eq:W} becomes $W[c]=cS$, which is the operator needed to shift every generalized eigenvalue by $c$ without changing an orbital. The assumption behind Eq.~\eqref{eq:mcharge} is thereby justified. For a potential that vanishes wherever $Q_{nm}$ does not, the projector term disappears and $W[v]=v$: outside the augmentation regions the orbital behaves as an ordinary one.

\subsection{The Hamiltonian and its screened coefficients}

Vary $\phi_i^*$ in Eq.~\eqref{eq:E}, treating $\phi_i$ and $\phi_i^*$ as independent. The density changes in two places:
\begin{equation}
\delta n(\mathbf r)=f_i\left[\delta\phi_i^*(\mathbf r)\phi_i(\mathbf r)
+\sum_{nm}Q_{nm}(\mathbf r)\langle\delta\phi_i|\beta_n\rangle\langle\beta_m|\phi_i\rangle\right].
\label{eq:dn}
\end{equation}
All terms of $E$ that depend on the density change by $\int V_{\rm eff}\,\delta n$, where
\begin{equation}
V_{\rm eff}=V_{\rm loc}+V_{\rm Hxc},\qquad V_{\rm Hxc}=V_{\rm H}[n]+V_{\rm xc}[n+n_{\rm c}].
\end{equation}
Insertion of Eq.~\eqref{eq:dn} into this integral produces $f_i\langle\delta\phi_i|W[V_{\rm eff}]|\phi_i\rangle$. With the kinetic and bare nonlocal terms added,
\begin{equation}
\delta E=f_i\langle\delta\phi_i|H|\phi_i\rangle,\qquad
H=T+V^0_{\rm NL}+W[V_{\rm eff}].
\label{eq:dE}
\end{equation}
Collecting the projector terms gives the explicit form
\begin{equation}
H=T+V_{\rm eff}+\sum_{nm}D_{nm}|\beta_n\rangle\langle\beta_m|,\qquad
D_{nm}=D^0_{nm}+\int V_{\rm eff}\,Q_{nm}\,d^3r .
\label{eq:D}
\end{equation}
The coefficients $D_{nm}$ are called screened because they follow the electron density through $V_{\rm eff}$. They must be recomputed at each step of the self-consistency cycle. For $Q_{nm}\to0$ they reduce to the fixed $D^0_{nm}$ of an ordinary separable pseudopotential.

\subsection{The eigenvalue problem for unequal occupations}

The orbitals must remain orthonormal under $S$. Introduce a Hermitian matrix of multipliers $\Lambda_{ji}$ for the occupied orbitals and require that $E-\sum_{ij}\Lambda_{ji}(\langle\phi_i|S|\phi_j\rangle-\delta_{ij})$ be stationary. Variation of $\phi_i^*$ gives
\begin{equation}
f_iH\phi_i=\sum_j\Lambda_{ji}S\phi_j .
\label{eq:Lambda}
\end{equation}
Projection on $\phi_j$ yields $\Lambda_{ji}=f_iH_{ji}$, with $H_{ji}=\langle\phi_j|H|\phi_i\rangle$. Since both $\Lambda$ and $H$ are Hermitian, $\Lambda_{ji}=\Lambda_{ij}^*=f_jH_{ij}^*=f_jH_{ji}$. The two expressions agree if
\begin{equation}
(f_i-f_j)H_{ji}=0 .
\end{equation}
Orbitals with different occupations are thus uncoupled by $H$. Among orbitals with equal occupation, a unitary rotation leaves $n_{\rm soft}$, $\rho_{nm}$ and $E$ unchanged, and it can be chosen to make $H_{ji}$ diagonal. Division of Eq.~\eqref{eq:Lambda} by $f_i>0$ then gives
\begin{equation}
H\phi_i=\varepsilon_iS\phi_i,\qquad \varepsilon_i=\langle\phi_i|H|\phi_i\rangle .
\label{eq:gev}
\end{equation}
Empty orbitals contribute nothing to $E$, and can be defined by the same equation.

\section{The band form, its tests and a model atom}

\subsection{Symbols and results carried over}

The full valence density is $n=n_{\rm soft}+n_{\rm aug}$, with $n_{\rm soft}=\sum_if_i|\phi_i|^2$ and $n_{\rm aug}=\sum_{nm}\rho_{nm}Q_{nm}$. The projector occupations are $\rho_{nm}=\sum_if_i\langle\phi_i|\beta_n\rangle\langle\beta_m|\phi_i\rangle$, and $n$ integrates to $N=\sum_if_i$. The orbitals obey $H\phi_i=\varepsilon_iS\phi_i$ with $\langle\phi_i|S|\phi_j\rangle=\delta_{ij}$. The Hamiltonian is $H=T+V^0_{\rm NL}+W[V_{\rm loc}+V_{\rm Hxc}]$, where $V^0_{\rm NL}$ has the bare coefficients $D^0_{nm}$, and $W[v]$ consists of $v$ plus projector terms with coefficients $\int vQ_{nm}$. Its central property, Eq.~\eqref{eq:lemma}, is $\sum_if_i\langle\phi_i|W[v]|\phi_i\rangle=\int vn$. The energy functional is Eq.~\eqref{eq:E}, and a partial core $n_{\rm c}$ enters it through $E_{\rm xc}[n+n_{\rm c}]$ alone.

The screened Hamiltonian, its generalized eigenvalue problem and the identity that couples any local potential to the full augmented density are now established. It remains to use them to express the total energy through the eigenvalue sum, and to test the result away from self-consistency and on a model atom.
